Surface-limited carrier lifetime of a wafer with two equal faces

**The situation**

A semiconductor wafer of thickness W is covered on both faces by an insulating oxide. A light pulse creates excess electrons and holes, which recombine at the two interfaces. Let n(z,t) be the density of excess minority carriers at depth z and time t, with z = 0 in the middle of the wafer and the faces at z = ±W/2. The wafer is wide and evenly lit, so n does not depend on the lateral position.

The model assumes low injection: the excess density is small compared with the majority density, so every recombination rate is proportional to n. There is no electric field in the interior, and the minority carriers move by diffusion with a constant coefficient D. Any charged layer beneath the oxide is much thinner than W and is absorbed into the surface recombination velocity S. By definition, S n is the number of carriers lost per unit area and time at a face where the density is n. Both faces have the same constant S. Bulk recombination is neglected until part (g).

The data are

W = 0.03 cm, S = 100 cm/s, D = 30 cm²/s.

The value of D is a round model parameter. Centimetres and seconds suit the problem, and times are quoted in microseconds.

**(a) Use carrier balance to relate the decay time of a symmetric, exponentially decaying profile to its average and surface densities. Estimate this time for the given wafer, and justify the estimate.**

*Answer.* The flux in the +z direction is −D ∂n/∂z. Without bulk recombination, conservation of carriers gives

∂n/∂t = D ∂²n/∂z².

At the right face the outward direction is +z, and at the left face it is −z. Setting the outward flux equal to the surface loss gives

−D ∂n/∂z = S n at z = +W/2,

+D ∂n/∂z = S n at z = −W/2.

Let N be the number of excess carriers per unit wafer area, that is, the integral of n over the thickness. Integrating the diffusion equation over z gives

dN/dt = D [∂n/∂z at +W/2 − ∂n/∂z at −W/2]
= −S n(W/2,t) − S n(−W/2,t).

For a symmetric profile both surface densities equal n_s, so dN/dt = −2S n_s. The factor 2 counts the faces. If the whole profile decays as exp(−t/τ), then dN/dt = −N/τ. With N = W n_av, where n_av is the average density,

W n_av/τ = 2S n_s,

τ = (W/2S)(n_av/n_s).

If the profile is nearly flat, n_av/n_s is close to 1 and

τ ≈ W/(2S) = 0.03 cm/(2 × 100 cm/s) = 1.5 × 10⁻⁴ s = 150 microseconds.

The flatness can be justified without solving for the profile. For a decaying density, D ∂²n/∂z² = −n/τ is negative, so the profile is concave and its slope is steepest at the faces. There the slope has magnitude S n_s/D. Between the centre and a face, a distance W/2, the density can therefore fall by no more than

(S n_s/D)(W/2) = h n_s, with h = SW/(2D).

Here h = 100 × 0.03/(2 × 30) = 0.05. The average density exceeds the surface density by at most 5 percent of the latter, so the lifetime exceeds 150 microseconds by at most 5 percent. The small number h compares the surface velocity S with the velocity 2D/W at which diffusion can supply carriers over half the thickness.

**(b) Find the decay modes of the wafer. Identify the slowest one and give an exact expression for its lifetime τ_s.**

*Answer.* Try n(z,t) = u(z) exp(−λt). The diffusion equation becomes

D u'' = −λu.

The sign of λ follows on multiplying by u, integrating over the wafer, and integrating the left side by parts:

λ ∫u² dz = D ∫(u')² dz + S u(W/2)² + S u(−W/2)².

The surface terms are positive because the boundary conditions give −D u u' = S u² at the right face and D u u' = S u² at the left. The right side could vanish only for a constant u that is zero at the faces, which is no mode at all. Hence λ > 0, and we may write λ = Dα² with α > 0. The general solution is

u = A cos(αz) + B sin(αz).

Define x = αW/2. The two boundary conditions are

Dα(A sin x − B cos x) = S(A cos x + B sin x),

Dα(A sin x + B cos x) = S(A cos x − B sin x).

Half their sum contains A alone, and half their difference contains B alone:

Dα A sin x = S A cos x,

−Dα B cos x = S B sin x.

Since Dα = 2Dx/W, multiplying both by W/(2D) gives

A(x sin x − h cos x) = 0,

B(x cos x + h sin x) = 0.

The even modes (B = 0) therefore satisfy x tan x = h, and the odd modes (A = 0) satisfy x cot x = −h.

Between 0 and π/2 the function x tan x rises steadily from zero to infinity, so there is one even root. In the same interval x cot x is positive, so there is no odd root. At x = π/2 neither condition can hold for h > 0. The smallest root thus belongs to an even mode:

x tan x = h, 0 < x < π/2.

Because λ = Dα² and α = 2x/W, its lifetime is

τ_s = 1/(Dα²) = W²/(4Dx²).

This mode has u = cos(αz), which is positive throughout the wafer. Any initial density that is nowhere negative, and not zero everywhere, has a positive overlap with it. The mode is therefore always present after a pulse, and it governs the late decay.

The result agrees with the balance in part (a). The average of cos(αz) is sin x/x and its surface value is cos x, so

n_av/n_s = tan x/x.

Using tan x = h/x,

(W/2S)(tan x/x) = (W/2S)(h/x²) = W²/(4Dx²).

**(c) Evaluate τ_s for the given wafer. Derive the leading correction to the estimate of part (a) for small h, and interpret it.**

*Answer.* Solving x tan x = 0.05 with a bracketing root finder on the interval from 0 to π/2 gives x = 0.22176. The prefactor is

W²/(4D) = (0.03 cm)²/(4 × 30 cm²/s) = 7.5 microseconds.

Therefore

τ_s = 7.5/(0.22176)² ≈ 152.5 microseconds.

The density ratio is tan x/x = 1.0167, and 150 × 1.0167 gives the same lifetime. The flat-profile estimate is low by 2.5 microseconds; the correction is 1.7 percent of the estimate. The surface-limited lifetime is indeed near 150 microseconds, but 150 is its fast-diffusion value.

For small h, x is small too, and tan x = x + x³/3 + ... gives

h = x² + x⁴/3 + ... .

To leading order x² = h. Putting this into the second term gives

x² = h − h²/3 + O(h³),

1/x² = (1/h)[1 + h/3 + O(h²)] = 1/h + 1/3 + O(h).

Multiply by W²/(4D). The first term is

W²/(4Dh) = (W²/4D)(2D/SW) = W/(2S),

so that

τ_s = W/(2S) + W²/(12D) + O(h W²/D).

The second term is 7.5/3 = 2.5 microseconds. At this order it is independent of S: it is the additional time caused by finite diffusion. Its size relative to the first term is SW/(6D) = h/3, or 1.7 percent here. The simple formula is therefore good when h/3 is much smaller than 1, and a thick wafer, a large S or a small D makes it worse.

**(d) Find lower and upper bounds on τ_s that hold for every positive S. Use them to discuss what happens as S is increased.**

*Answer.* First isolate the correction to W/(2S). Since W/(2S) = W²/(4Dh), and the mode condition gives 1/h = cot x/x,

τ_s − W/(2S) = (W²/4D)(1/x² − cot x/x) = (W²/4D) f(x),

f(x) = (1 − x cot x)/x².

To see how f varies, start from the product formula for the sine, with m running over the positive integers:

sin x = x Π [1 − x²/(m²π²)].

Taking the logarithm and differentiating for 0 < x < π gives

cot x = 1/x − Σ 2x/(m²π² − x²).

Multiply by x, subtract from 1 and divide by x²:

f(x) = 2 Σ 1/(m²π² − x²).

Each term increases as x goes from 0 to π/2, so f increases. Its limits are easiest to read from the closed form. For small x, cot x = 1/x − x/3 + ..., so f tends to 1/3. At x = π/2 the cotangent vanishes, so f = 4/π². For finite positive S, x lies strictly between these ends, and

W/(2S) + W²/(12D) < τ_s < W/(2S) + W²/(π²D).

For this wafer the two added terms are 2.50 and 3.04 microseconds, so τ_s lies between 152.50 and 153.04 microseconds. The exact value is close to the lower bound because x is small.

Keeping W and D fixed and solving x tan x = h numerically for larger S gives, in microseconds:

| S (cm/s) | W/(2S) | τ_s |
|---|---|---|
| 100 | 150.00 | 152.51 |
| 1000 | 15.00 | 17.57 |
| 10000 | 1.50 | 4.34 |
| 100000 | 0.15 | 3.16 |

At S = 1000 cm/s the simple formula is already about 15 percent below the exact lifetime of the model. At 100000 cm/s it is too small by a factor of about 21. As S tends to infinity, h does too, x approaches π/2, and τ_s approaches W²/(π²D) = 3.04 microseconds. The surface density then tends to zero relative to the density at the centre. Carriers are removed as soon as they arrive, and the journey to the face sets the lifetime. In this regime a measured lifetime says little about S.

**(e) A short pulse is absorbed close to one face. How long must one wait before the decay has the lifetime τ_s?**

*Answer.* The pulse excites odd as well as even modes. Between π/2 and π there is no even root, because the tangent is negative. There x cot x falls steadily from zero to minus infinity, so there is one odd root. The next even root lies between π and 3π/2.

For small h these roots can be estimated by hand. Put x = π/2 + δ in the odd condition. Since cot x = −tan δ, it becomes (π/2 + δ) tan δ = h, so δ ≈ 2h/π. Near the next even root put x = π + δ. Then (π + δ) tan δ = h, so δ ≈ h/π. Both roots lie only slightly above π/2 and π. Solving the two conditions numerically and using W²/(4Dx²) gives decay times of

odd mode: 2.92 microseconds,

next even mode: 0.75 microseconds.

All further modes have larger x and decay faster still.

What matters is the size of a transient relative to the slow mode. For the odd mode this ratio falls at the difference of the two rates:

1/2.92 − 1/152.5 ≈ 0.336 per microsecond.

After 20 microseconds the ratio has fallen by exp(−6.7), to about 0.001 of its initial value. The slope of the decay settles later than the density, because the small remnant decays much faster than the slow mode. If r is the size of the odd part relative to the slow part at a face, and r is small, the decay rate −(dn/dt)/n there differs from 1/τ_s by about 0.336 r per microsecond. As a fraction of 1/τ_s this is 0.336 × 152.5 r ≈ 51 r.

For a pulse absorbed at a face, r starts near 2: for small h the slow mode is nearly uniform and the odd mode is nearly sin(πz/W), whose mean square is one half. After 20 microseconds r is about 0.0025, and the decay rate at a face is still wrong by 12 to 13 percent. The error falls below 1 percent after about 28 microseconds. The slow mode has lost only about 17 percent of its amplitude by then, since exp(−28/152.5) ≈ 0.83. There is thus ample time to observe a single exponential.

The waiting time also depends on what is detected. A sine integrates to zero over the wafer, so odd modes do not contribute to the total number N. A signal proportional to N settles with the shorter time of 0.75 microseconds, whereas a signal from near one face contains the 2.92 microsecond transient.

**(f) The wafer is now lit steadily, with a uniform generation rate G per unit volume. Define a lifetime by τ_ss = n_av/G and calculate it. Why does it differ from τ_s?**

*Answer.* In the steady state generation balances diffusion:

D n'' = −G.

The symmetric solution is n = C − Gz²/(2D). At the right face the outward flux is −D n' = GW/2, which must equal S n_s. Hence n_s = GW/(2S), and fixing C by this surface value gives

n = GW/(2S) + (G/2D)(W²/4 − z²).

The average of z² over the wafer is W²/12, so the average of the last bracket is W²/4 − W²/12 = W²/6. Therefore

τ_ss = W/(2S) + W²/(12D) = 150 + 2.5 = 152.5 microseconds.

This equals the lower bound of part (d), so it is less than τ_s for every finite positive S. In this wafer the difference is only about 0.01 microseconds.

The reason is that steady light feeds all even modes, not just the slowest. Let u_k be the modes, normalized so that ∫u_k² dz = 1, with lifetimes τ_k, and let c_k = ∫u_k dz. Modes with different rates are orthogonal under these boundary conditions, and together they form a complete set, as is standard for this type of boundary problem. Uniform generation then feeds mode k at the rate G c_k, and its steady amplitude is G c_k τ_k. Averaging over the wafer gives

τ_ss = (1/W) Σ c_k² τ_k, with Σ c_k² = W.

The steady lifetime is a weighted average of the mode lifetimes, and the faster modes pull it below τ_s. For small h the slow mode is nearly uniform and carries nearly all the weight. For very large S the distinction matters: τ_ss tends to 2.50 microseconds, while τ_s tends to 3.04 microseconds.

**(g) Bulk recombination with a uniform lifetime τ_b = 10000 microseconds is now included. Find the late decay time, and state when the bulk is negligible. Separately, with no bulk recombination, what changes if one face is perfectly passivated?**

*Answer.* Bulk recombination adds a loss term:

∂n/∂t = D ∂²n/∂z² − n/τ_b.

Write n = m exp(−t/τ_b). Differentiating the exponential produces −n/τ_b, which cancels the new term and leaves

∂m/∂t = D ∂²m/∂z².

The exponential does not depend on z, so m obeys the same surface conditions as before. Its late decay is exp(−t/τ_s), and the two rates add:

1/τ_eff = 1/τ_s + 1/τ_b.

With the given values,

1/τ_eff = 1/152.51 + 1/10000 per microsecond,

τ_eff = 150.2 microseconds.

The bulk lowers the lifetime by 2.3 microseconds, or 1.5 percent of τ_s. In general the fractional reduction is

1 − τ_eff/τ_s = τ_s/(τ_s + τ_b),

so the bulk is negligible when τ_b is much greater than τ_s. For a reduction below 1 percent, τ_b must exceed 99 τ_s, about 15100 microseconds here.

The value 150.2 lies very close to W/(2S), but this is a coincidence of the chosen numbers. Finite diffusion raises the lifetime by 2.5 microseconds and the bulk lowers it by 2.3. Agreement of a measured lifetime with W/(2S) would not by itself show that both effects are absent.

Now remove the bulk loss and let one face have S = 0. No carriers cross that face, so the slope of n vanishes there. The same condition holds at the middle of a symmetric wafer with two recombining faces. The one-sided wafer is therefore equivalent to half of a two-sided wafer of thickness 2W, and its lifetime follows on replacing W by 2W in the earlier results:

W/S + W²/(3D) < τ < W/S + 4W²/(π²D).

The first term doubles to 300 microseconds. The diffusion terms grow fourfold, to 10.0 and 12.2 microseconds, because the greatest distance to a recombining face has doubled. The lifetime lies between 310.0 and 312.2 microseconds. A measured lifetime can thus be converted into a surface velocity only if one knows how many faces recombine: reading this one-sided wafer with the two-sided formula would give an S about half the true value at the active face.
